Ewald dynamical matrix and Kohn's sum rule for a Coulomb lattice

Identical point ions of charge Q and mass M vibrate about the sites R of a three-dimensional Bravais lattice with cell volume Ω. They are immersed in a uniform background of charge density −Q/Ω, which makes the crystal neutral and does not move or deform. The motion is classical and harmonic, retardation is neglected, and the ions interact through the Coulomb force alone. SI units are used, with the abbreviations

A = Q²/(4πε0), v(r) = A/r, ω_p² = Q²/(ε0 M Ω) = 4πA/(MΩ).

Greek indices are Cartesian, repeated ones are summed, and ∂_α∂_β v(R) means the second derivative of v(r) taken at r = R.

**(a) Find the dynamical matrix D(q) as a lattice sum. Show that its dependence on the shape of the sample cancels.**

Solution. Let ion R be displaced by u(R), and let φ_b be the background potential. The energy is

U = ½ Σ_{R≠R'} v(R − R' + u(R) − u(R')) + Σ_R Q φ_b(R + u(R)).

Deep inside the crystal each site is a centre of inversion, so the terms linear in u vanish. The second-order terms give the equation of motion

M ü_α(R) = −Σ_{R'≠R} ∂_α∂_β v(R − R') [u_β(R) − u_β(R')] − B_αβ u_β(R),

B_αβ = Q ∂_α∂_β φ_b.

Insert u(R) = e exp(iq·R − iωt). Then u(R') = u(R) exp[−iq·(R − R')], and the equation becomes D e = ω² e with

M D_αβ(q) = Σ_{R≠0} [1 − cos(q·R)] ∂_α∂_β v(R) + B_αβ.

The sine part has dropped out because R and −R contribute equally to the second derivative and oppositely to the sine.

The derivatives of v fall off as R⁻³ while the number of sites in a shell grows as R², so the sum converges only conditionally. Take the two pieces separately:

- The part with the cosine has an oscillating phase if q is not a reciprocal-lattice vector. It is defined by a smooth cutoff whose radius then goes to infinity.
- The part without it, Σ_{R≠0} ∂_α∂_β v(R) + B_αβ, is the curvature felt by one ion when all others stay fixed. Group each distant ion with the background in its Wigner–Seitz cell. This unit is neutral and has no dipole, so its potential falls off at least as R⁻³ and its curvature as R⁻⁵. The grouped sum converges absolutely, and the shape of the distant surface does not matter.

The ion sum and B must therefore refer to the same sample. For a ball, Poisson's equation gives φ_b = constant + Q r²/(6ε0Ω), hence

B_αβ = Q²/(3ε0Ω) δ_αβ = (Mω_p²/3) δ_αβ.

**(b) Turn this sum into two rapidly convergent ones for q not equal to a reciprocal-lattice vector.**

Solution. Choose any η > 0 and write 1/r = g(r) + f(r), with

g(r) = erfc(ηr)/r, f(r) = erf(ηr)/r.

Near the origin f = (2η/√π)(1 − η²r²/3 + …), so f is smooth there. Its R = 0 term may be added to the sum, because it is finite and is multiplied by 1 − cos 0 = 0.

The background interacts with the ion through g and f as well. The g part is −(A/Ω)∫g d³r'. Because g has short range, this is constant at depths much greater than 1/η below the surface, and it has no curvature there. All of B thus comes from f:

B_αβ = −(A/Ω) ∫ ∂_α∂_β f(r) d³r, taken over the sample.

The Fourier transform of f is needed. For a function of r alone, ∇²f = (1/r) d²(rf)/dr². Since d erf(ηr)/dr = (2η/√π) exp(−η²r²),

∇²f = −(4η³/√π) exp(−η²r²).

A Gaussian exp(−η²r²) has the transform (π/η²)^(3/2) exp(−p²/4η²), and ∇² becomes −p². Hence

−p² f̃(p) = −4π exp(−p²/4η²), so f̃(p) = (4π/p²) exp(−p²/4η²).

The transform of ∂_α∂_β f is −p_α p_β f̃(p).

Next comes Poisson summation. The function Σ_R F(r + R) exp[−iq·(r + R)] is periodic in r, and its Fourier coefficients are F̃(q + G)/Ω, with G the reciprocal-lattice vectors. At r = 0 this reads

Σ_R F(R) exp(−iq·R) = (1/Ω) Σ_G F̃(q + G).

With F = ∂_α∂_β f and K = q + G,

Σ_R cos(q·R) ∂_α∂_β f(R) = −(4π/Ω) Σ_G (K_α K_β/K²) exp(−K²/4η²).

In the part without the cosine the background subtracts (1/Ω)∫F d³r. Under a common smooth cutoff this is the G = 0 term of the Poisson sum, and it cancels before the cutoff is removed:

Σ_R ∂_α∂_β f(R) − (1/Ω)∫∂_α∂_β f d³r = −(4π/Ω) Σ_{G≠0} (G_α G_β/G²) exp(−G²/4η²).

The G = 0 term of the sum with the cosine has no such partner and stays. Subtracting the two results, multiplying by A/M and using 4πA/(MΩ) = ω_p² gives the Ewald matrix

D_αβ(q) = ω_p² [ Σ_G (K_α K_β/K²) exp(−K²/4η²) − Σ_{G≠0} (G_α G_β/G²) exp(−G²/4η²) ]
 + (A/M) Σ_{R≠0} [1 − cos(q·R)] ∂_α∂_β g(R).

The last derivative follows from the chain rule:

∂_α∂_β g = (g'/r) δ_αβ + (g'' − g'/r) r_α r_β/r²,

g' = −erfc(ηr)/r² − (2η/√π) exp(−η²r²)/r,

g'' = 2 erfc(ηr)/r³ + (4η/√π) exp(−η²r²)/r² + (4η³/√π) exp(−η²r²).

Both sums converge like Gaussians. Their total does not depend on η, since the division of 1/r was arbitrary.

**(c) Evaluate the sum of the three squared frequencies.**

Solution. The sum of the eigenvalues is the trace. In reciprocal space K_α K_α/K² = 1, so that part gives

ω_p² [ Σ_G exp(−K²/4η²) − Σ_{G≠0} exp(−G²/4η²) ].

In real space, away from the origin, 1/r has zero Laplacian. Therefore ∇²g = −∇²f = (4η³/√π) exp(−η²r²), and the real-space part is

(A/M)(4η³/√π) Σ_R [1 − cos(q·R)] exp(−η²R²),

where R = 0 may be included because its factor is zero. Apply Poisson summation to the Gaussian, once with q = 0 and once with q. The prefactor becomes, with A/M = ω_p²Ω/4π,

(ω_p²Ω/4π)(4η³/√π)(π^(3/2)/η³)(1/Ω) = ω_p²,

so the real-space part equals

ω_p² [ Σ_G exp(−G²/4η²) − Σ_G exp(−K²/4η²) ].

When the parts are added, the sums over K cancel. The sums over G cancel except for G = 0, which is present in the second expression and absent from the first. That term is exp(0) = 1. Hence

Σ_s ω_s²(q) = Tr D(q) = ω_p², for every q that is not a reciprocal-lattice vector.

This is Kohn's sum rule. No lattice symmetry beyond that of a Bravais lattice was used.

**(d) Obtain the same result without the Ewald division, and say what it means physically.**

Solution. Take the trace of the matrix in (a). Every pair term contains ∇²(1/R) = 0 for R ≠ 0, so each term has zero trace by itself, whatever its phase or cutoff factor. The background remains, and Poisson's equation for the density −Q/Ω gives

Tr B = Q ∇²φ_b = Q · Q/(ε0Ω) = Mω_p².

Other ions can stiffen the motion in one direction only by softening it in others. The net stiffness comes from the background charge at the position of the ion itself. The wavevector changes how the total is shared among the branches, not the total.

The argument also shows when the rule fails. A short-range repulsion w(r) between ions adds (1/M) Σ_{R≠0} [1 − cos(q·R)] ∇²w(R), which in general is not zero and depends on q.

**(e) What happens at the excluded wavevectors, and how does D behave as q → 0?**

Solution. If q is zero or a reciprocal-lattice vector, all ions move together and 1 − cos(q·R) = 0 for every R. Then D = B/M, and the result depends on the macroscopic field:

- In a ball, D_αβ = (ω_p²/3) δ_αβ. The displaced ions have polarization P = Qu/Ω, and the field of the ball is −P/(3ε0). Its force on an ion is −Q²u/(3ε0Ω) = −Mω_p²u/3. The squared frequencies still add up to ω_p².
- In a periodic cell with the macroscopic field removed, this force is absent. Then D = 0, and the sum is zero.

For small nonzero q, the G = 0 term of the Ewald matrix is ω_p² q̂_α q̂_β exp(−q²/4η²), where q̂ = q/|q|. The remaining reciprocal-space terms vanish at q = 0 and are even in q after G and −G are paired. The real-space terms begin with (q·R)²/2. Therefore

D_αβ(q) = ω_p² q̂_α q̂_β + O(q²).

The limit depends on the direction of q, but its trace does not. One mode is longitudinal with ω → ω_p. The other two have ω² of order q², and the sum rule ties the branches together:

ω_L² = ω_p² − (ω_T1² + ω_T2²).

If the lattice is stable, all ω² are non-negative and no branch can exceed ω_p.

**(f) Evaluate the modes of a body-centred cubic model with Q = e, M = 10 u and cubic edge a = 0.40 nm. Does the sum rule guarantee stability?**

Solution. There are two ions per cube, so

1/Ω = 2/a³ = 2/(0.40×10⁻⁹ m)³ = 3.125×10²⁸ m⁻³,

ω_p = √[e²/(ε0MΩ)] = 7.386×10¹³ rad/s, ω_p/2π = 11.756 THz.

At the general point q = (2π/a)(0.5, 0.3, 0.1), the diagonal elements of D/ω_p² add up as

0.509591 + 0.338201 + 0.152208 = 1.000000.

The full matrix agrees with the bare Coulomb sum of (a), taken with the background of a ball and extrapolated to infinite cutoff. The largest difference is 6.5×10⁻⁸ in units of ω_p². For ηa = 1.8 the reciprocal and real parts of the trace are 0.473669 and 0.526331; for ηa = 3.0 they are 0.975195 and 0.024805. A larger η narrows the real-space Gaussians and moves the trace into reciprocal space.

The eigenvalues of D/ω_p² are as follows, with q in units of 2π/a:

- General point: 0.0473, 0.1583, 0.7944.
- N = (0.5, 0.5, 0): 0.0173, 0.1203, 0.8624.
- H = (1, 0, 0): 0.3333, 0.3333, 0.3333.
- |q| = 0.1 along (1, 2, 2): 0.00136, 0.00435, 0.99429.

At the general point the lowest frequency is 11.756 THz × √0.0473 = 2.56 THz, and the other two are 4.68 and 10.48 THz. Their squares add to 6.5 + 21.9 + 109.8 = 138.2 THz², which is (11.756 THz)².

The equality at H follows from symmetry. The cubic rotations take H into (±1, 0, 0), (0, ±1, 0) or (0, 0, ±1). These differ by reciprocal-lattice vectors, which for this lattice are integer triples with an even sum. D is thus invariant under all cubic rotations and must be a multiple of the unit matrix. The sum rule fixes the multiple at ω_p²/3, so each frequency is 11.756/√3 = 6.787 THz.

At the small q, the transverse values add to 0.00571, and the longitudinal value lies below 1 by the same amount. The deviation of D from its limit grows by a factor of 4.000 when |q| is doubled from 0.01 to 0.02, as an O(q²) correction requires.

The sum rule does not guarantee stability. For a simple cubic lattice at q = (2π/a)(0.5, 0, 0), the values of ω²/ω_p² are

−0.0521, −0.0521, 1.1042.

They add to one, yet two are negative, and those displacements grow exponentially in time. The third must then exceed one. On a coarse 6×6×6 grid of wavevectors the lowest values for the body-centred and face-centred lattices are positive, 0.0040 and 0.0115. Only the sign matters here. The size is set by the smallest q on the grid, because the transverse ω² vanish as q², and it falls about fourfold when the grid spacing is halved. This is evidence of their stability at the sampled points, not a proof for all q.

**(g) Replace the rigid background by one that screens the ions linearly and statically, in the simple model where 1/r becomes exp(−κr)/r. What happens to the sum rule?**

Solution. The mean uniform background now gives a constant interior potential, because the screened interaction has finite range. Hence B = 0. The pair terms no longer have zero trace:

∇²[exp(−κr)/r] = (1/r) d² exp(−κr)/dr² = κ² exp(−κr)/r, for r ≠ 0.

With A/M = ω_p²Ω/4π this gives

Tr D/ω_p² = (κ²Ω/4π) Σ_{R≠0} [1 − cos(q·R)] exp(−κR)/R.

The transform of exp(−κr)/r is 4π/(p² + κ²). Poisson summation, with G and −G added in pairs so that the difference converges, gives

Tr D/ω_p² = κ² Σ_G [1/(G² + κ²) − 1/(K² + κ²)].

The two G = 0 terms contribute 1 − κ²/(q² + κ²) = q²/(q² + κ²). This leads to two different limits:

- For κ → 0 at fixed q, the first G = 0 term is 1 and everything else is of order κ². The rigid-background rule returns.
- For q → 0 at fixed κ, the trace vanishes as q². All three branches are acoustic, since the background now screens the long-range field.

At the general point of (f), Tr D/ω_p² is 0.977, 0.913 and 0.709 for κa = 0.5, 1 and 2. At |q| = 0.01 (2π/a) and κa = 2 it is 0.000968. There the G = 0 terms alone give (0.0628)²/[(0.0628)² + 4] = 0.00099; the terms with G ≠ 0 account for the difference of about 2%. The constant sum thus depends on the rigidity of the background. The values used here, with further checks, are in the numerical output.

Calculated quantities

```
bcc model: a = 0.40 nm, Q = 1 e, M = 10.0 u
ion density = 3.1250e+28 m^-3
plasma angular frequency = 7.3865e+13 rad/s
plasma frequency omega_p/2pi = 11.7559 THz
general q in 2pi/a: [0.5 0.3 0.1]
D/omega_p^2 at general q, Ewald, rows:
    0.509591   0.350062   0.087634
    0.350062   0.338201   0.018592
    0.087634   0.018592   0.152208
same from bare Coulomb sum plus background ball, rows:
    0.509591   0.350062   0.087634
    0.350062   0.338201   0.018592
    0.087634   0.018592   0.152208
largest difference of the two = 6.5e-08
eta a = 1.8: traces/omega_p^2 recip 0.473669, real 0.526331, sum 1.000000
eta a = 3.0: traces/omega_p^2 recip 0.975195, real 0.024805, sum 1.000000
small q in 2pi/a: [0.03333 0.06667 0.06667]
N in 2pi/a: [0.5 0.5 0. ]  H in 2pi/a: [1. 0. 0.]
general: omega^2/omega_p^2 = 0.047291 0.158310 0.794399, sum 1.000000
   frequencies = 2.5565 4.6775 10.4779 THz
N: omega^2/omega_p^2 = 0.017264 0.120321 0.862415, sum 1.000000
   frequencies = 1.5446 4.0778 10.9173 THz
H: omega^2/omega_p^2 = 0.333333 0.333333 0.333333, sum 1.000000
   frequencies = 6.7873 6.7873 6.7873 THz
small: omega^2/omega_p^2 = 0.001364 0.004346 0.994290, sum 1.000000
   frequencies = 0.4342 0.7750 11.7223 THz
N: Ewald matrix minus supercell energy Hessian, max = 1.4e-06
random q, 4 lattices: max |trace/omega_p^2 - 1| = 3.3e-15
random q, 4 lattices: max change of D with eta = 8.3e-15
|D/omega_p^2 - projector| at |q| = 0.01 (2pi/a): 7.420e-05
its growth when |q| is doubled: factor 4.0002
sc: lowest omega^2/omega_p^2 on grid = -0.092691
bcc: lowest omega^2/omega_p^2 on grid = 0.004047
fcc: lowest omega^2/omega_p^2 on grid = 0.011507
sc at (0.5,0,0) 2pi/a: omega^2/omega_p^2 = -0.052118 -0.052118 1.104236
screened, kappa a = 0.5, general q: trace/omega_p^2 = 0.977160
screened, kappa a = 1.0, general q: trace/omega_p^2 = 0.913034
screened, kappa a = 2.0, general q: trace/omega_p^2 = 0.708697
screened, kappa a = 2.0, |q| = 0.01 (2pi/a): trace/omega_p^2 = 0.000968
```
